# Furry's Theorem and the Parity of the Vacuum Response: a program that tests the result

```python
"""
Result under test: charge conjugation makes Dirac loops with an odd number of
vertices cancel; the vacuum density is odd and the vacuum energy even in the
external potential.
Symbols: V = potential energy of an electron, c = speed of light, rest energy
c**2 (atomic units), n = vacuum electron NUMBER density (charge density = -n),
E = vacuum energy relative to the free vacuum, both with symmetric ordering:
n = (sum over negative levels - sum over positive levels)/2 of |orbital|^2,
E = -(sum of |level|)/2 + the same sum for V = 0 with opposite sign.
The main model is a one-dimensional Dirac ring with a Gaussian potential.
"""
import itertools
import numpy as np
from scipy import constants

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
c = 1.0 / constants.fine_structure
rest = c**2
rng = np.random.default_rng(7)

# ---------- Dirac matrices and closed loops in both orientations ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
beta = np.kron(pauli[2], np.eye(2))
gamma = [beta] + [beta @ a for a in alpha]


def slash(p):
    return p[0] * gamma[0] - sum(p[i] * gamma[i] for i in (1, 2, 3))


def loop_trace(vertices, momenta):
    product = np.eye(4, dtype=complex)
    for a, p in zip(vertices, momenta):
        product = product @ slash(a) @ np.linalg.inv(slash(p) - np.eye(4))
    return np.trace(product)


loop_ratios = {}
for order in range(1, 6):
    a = rng.normal(size=(order, 4))
    p = rng.normal(size=(order, 4))
    one_way = loop_trace(a, p)
    other_way = loop_trace(np.concatenate([a[:1], a[:0:-1]]), -p[::-1])
    loop_ratios[order] = (other_way / one_way).real
    assert abs(other_way - (-1)**order * one_way) < 1e-8 * abs(one_way)

# ---------- one-dimensional Dirac ring ----------
length = 0.12 / BOHR
width = 0.004 / BOHR
n_grid = 800
x = -length / 2 + length * np.arange(n_grid) / n_grid
shape = np.exp(-x**2 / (2 * width**2))
N_MAX = 120


def shape_coefficient(q):
    return width * np.sqrt(2 * np.pi) / length * np.exp(-(q * width)**2 / 2)


def ring_matrix(height, n_max):
    k = 2 * np.pi * np.arange(-n_max, n_max + 1) / length
    v = height * shape_coefficient(k[:, None] - k[None, :])
    mass = rest * np.eye(len(k))
    return k, np.block([[v + mass, np.diag(c * k)],
                        [np.diag(c * k), v - mass]])


def solve_ring(height_ev, n_max=N_MAX):
    k, h = ring_matrix(height_ev / HARTREE, n_max)
    levels, vectors = np.linalg.eigh(h)
    waves = np.exp(1j * np.outer(x, k)) / np.sqrt(length)
    m = len(k)
    prob = (np.abs(waves @ vectors[:m])**2 + np.abs(waves @ vectors[m:])**2)
    free = np.sqrt((c * k)**2 + rest**2)
    return {"levels": levels, "prob": prob,
            "n": -0.5 * prob @ np.sign(levels),
            "E": -0.5 * np.sum(np.abs(levels)) + np.sum(free),
            "bare": np.sum(levels[levels < 0]) + np.sum(free)}


def integral(f):
    return np.mean(f) * length


U = 400000.0
well, barrier = solve_ring(-U), solve_ring(U)
n_scale = np.max(np.abs(well["n"]))
assert np.allclose(well["levels"], -barrier["levels"][::-1], atol=1e-6 * rest)
assert np.max(np.abs(well["n"] + barrier["n"])) < 1e-7 * n_scale
assert abs(well["E"] - barrier["E"]) < 1e-6 * abs(well["E"])
assert abs(integral(well["n"])) < 1e-7

# cutoff independence of the symmetric quantities, not of the bare sum
fine = solve_ring(-U, 160)
fine_barrier = solve_ring(U, 160)
assert abs(fine["E"] - well["E"]) < 1e-4 * abs(well["E"])
assert np.max(np.abs(fine["n"] - well["n"])) < 1e-4 * n_scale
bare_odd = 0.5 * (barrier["bare"] - well["bare"])
bare_odd_fine = 0.5 * (fine_barrier["bare"] - fine["bare"])
half_trace = (2 * N_MAX + 1) * U / HARTREE * shape_coefficient(0.0)
assert abs(bare_odd - half_trace) < 1e-6 * half_trace
assert bare_odd_fine > 1.2 * bare_odd

# linear response from the closed polarization function of the infinite line
nodes, weights = np.polynomial.legendre.leggauss(80)
t, wt = (nodes + 1) / 2, weights / 2
q = 2 * np.pi * np.arange(-2 * N_MAX, 2 * N_MAX + 1) / length
tt = t * (1 - t)
chi = -(c * q**2 / np.pi) * np.sum(
    wt * tt / (rest**2 + tt * (c * q[:, None])**2), axis=1)
n_unit = (np.exp(1j * np.outer(x, q)) @ (chi * shape_coefficient(q))).real
E_unit = 0.5 * length * np.sum(chi * shape_coefficient(q)**2)
weak = 2000.0
n_weak = solve_ring(-weak)["n"]
n_weak_formula = -weak / HARTREE * n_unit
assert (np.max(np.abs(n_weak - n_weak_formula))
        < 1e-3 * np.max(np.abs(n_weak_formula)))

# first correction beyond the leading order: cubic in n, quartic in E
remainders = []
for u in (60000.0, 120000.0):
    s = solve_ring(-u)
    s_n = s["n"] + u / HARTREE * n_unit
    s_E = s["E"] - (u / HARTREE)**2 * E_unit
    remainders.append((np.linalg.norm(s_n), abs(s_E)))
power_n = np.log2(remainders[1][0] / remainders[0][0])
power_E = np.log2(remainders[1][1] / remainders[0][1])
assert abs(power_n - 3) < 0.3 and abs(power_E - 4) < 0.3

# derivative of the energy with respect to the strength of the potential
step = 0.01
slope = (solve_ring(-U * (1 + step))["E"]
         - solve_ring(-U * (1 - step))["E"]) / (2 * step)
work = integral(well["n"] * (-U / HARTREE) * shape)
assert abs(slope - work) < 2e-3 * abs(work)

# a Fermi level away from zero spoils the symmetry
mu = 400000.0
half = 2 * N_MAX + 1
extra_well = int(np.sum(well["levels"] * HARTREE < mu)) - half
extra_barrier = int(np.sum(barrier["levels"] * HARTREE < mu)) - half
assert extra_well + extra_barrier != 0

# a level that has crossed zero: two different vacua, each with the symmetry
U_deep = 900000.0
deep, deep_barrier = solve_ring(-U_deep), solve_ring(U_deep)
crossed = int(np.sum(deep["levels"] < 0)) - half
number_deep = integral(deep["n"])
number_deep_barrier = integral(deep_barrier["n"])
assert crossed >= 1 and abs(number_deep - crossed) < 1e-7
assert np.max(np.abs(deep["n"] + deep_barrier["n"])) < 1e-7 * np.max(deep["n"])
assert abs(deep["E"] - deep_barrier["E"]) < 1e-6 * abs(deep["E"])
fixed = np.where(np.arange(2 * half) < half, 0.5, -0.5)
n_fixed = deep["prob"] @ fixed
n_fixed_barrier = deep_barrier["prob"] @ fixed
E_fixed = deep["levels"] @ fixed
E_fixed_barrier = deep_barrier["levels"] @ fixed
assert abs(integral(n_fixed)) < 1e-7
assert (np.max(np.abs(n_fixed + n_fixed_barrier))
        < 1e-7 * np.max(np.abs(n_fixed)))
assert abs(E_fixed - E_fixed_barrier) < 1e-10 * abs(E_fixed)
crossed_level = deep["levels"][half + crossed - 1] * HARTREE

# ---------- complete Fock space of six modes ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for j in range(6):
    op = np.eye(1)
    for i in range(6):
        op = np.kron(op, parity if i < j else lower if i == j else np.eye(2))
    annihilate.append(op)


def second_quantize(matrix):
    total = np.zeros((64, 64))
    for i in range(6):
        for j in range(6):
            ci, aj = annihilate[i].T, annihilate[j]
            total += 0.5 * matrix[i, j] * (ci @ aj - aj @ ci)
    return total


density_at_zero = second_quantize(np.kron(np.eye(2), np.ones((3, 3))) / length)
fock = []
for sign in (-1, 1):
    h_small = ring_matrix(sign * U / HARTREE, 1)[1]
    energies, states = np.linalg.eigh(second_quantize(h_small))
    ground = states[:, 0]
    fock.append((energies, ground @ density_at_zero @ ground))
    assert np.isclose(energies[0],
                      -0.5 * np.sum(np.abs(np.linalg.eigvalsh(h_small))),
                      rtol=1e-11)
assert np.allclose(fock[0][0], fock[1][0], atol=1e-8 * rest)
assert abs(fock[0][1]) > 1e-8 / length
assert abs(fock[0][1] + fock[1][1]) < 1e-5 * abs(fock[0][1])

# ---------- three-dimensional box, energies in units of the rest energy ----
modes = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
edge = 6.0
coef = 0.006 * (rng.normal(size=(4, 5, 5, 5))
                + 1j * rng.normal(size=(4, 5, 5, 5)))
coef = 0.5 * (coef + coef[:, ::-1, ::-1, ::-1].conj())
d = modes[:, None, :] - modes[None, :, :] + 2
fields = coef[:, d[..., 0], d[..., 1], d[..., 2]]
points = rng.random((20, 3))
phases = np.exp(2j * np.pi * points @ modes.T) / edge**1.5


def box_matrix(sign_v, sign_a):
    h = np.kron(np.eye(27), beta) + sign_v * np.kron(fields[0], np.eye(4))
    for i in range(3):
        kinetic = np.diag(2 * np.pi * modes[:, i] / edge)
        h = h + np.kron(kinetic + sign_a * fields[i + 1], alpha[i])
    return h


def solve_box(sign_v, sign_a):
    levels, vectors = np.linalg.eigh(box_matrix(sign_v, sign_a))
    assert np.min(np.abs(levels)) > 0.05
    psi = np.einsum("pk,ksn->psn", phases, vectors.reshape(27, 4, 108))
    weight = -0.5 * np.sign(levels)
    spin_density = np.einsum("psn,n,ptn->pst", psi.conj(), weight, psi,
                             optimize=True)
    n = np.einsum("pss->p", spin_density).real
    current = np.einsum("pst,ist->ip", spin_density, alpha).real
    return n, current, -0.5 * np.sum(np.abs(levels))


n0, j0, e0 = solve_box(1, 1)
n_all, j_all, e_all = solve_box(-1, -1)
n_v, j_v, e_v = solve_box(-1, 1)
box_n, box_j = np.max(np.abs(n0)), np.max(np.abs(j0))
assert box_n > 1e-6 and box_j > 1e-6
assert np.allclose(n_all, -n0, atol=1e-10) and np.allclose(j_all, -j0, atol=1e-10)
assert np.allclose(n_v, -n0, atol=1e-10) and np.allclose(j_v, j0, atol=1e-10)
assert abs(e_all - e0) < 1e-9 and abs(e_v - e0) < 1e-9

# unbalanced basis: no lower components at the eight corner momenta
corner = np.sum(modes**2, axis=1) == 3
keep = np.array([not (corner[i] and s >= 2)
                 for i in range(27) for s in range(4)])
e_cut = [-0.5 * np.sum(np.abs(np.linalg.eigvalsh(
    box_matrix(s, 0)[np.ix_(keep, keep)]))) for s in (1, -1)]
unbalanced = abs(e_cut[0] - e_cut[1])
assert unbalanced > 1e-6

# ---------- numbers for the worked example ----------
mid = n_grid // 2
linear_mid = -U / HARTREE * n_unit[mid] / BOHR
E_second = (U / HARTREE)**2 * E_unit * HARTREE
print("LOOPS: reversed trace / original trace (no unit)")
for order, ratio in loop_ratios.items():
    print(f"  {order} vertices: {ratio:+.6f}")
print("RING MODEL, INPUTS")
print(f"  electron rest energy: {rest * HARTREE:.1f} eV")
print(f"  reduced Compton length: {BOHR / c:.6f} angstrom")
print(f"  ring length: {length * BOHR:.3f} angstrom")
print(f"  Gaussian width parameter: {width * BOHR:.4f} angstrom")
print(f"  height of well and barrier: {U:.0f} eV")
print(f"  largest plane-wave index: {N_MAX}; check: 160")
print("RESULTS FOR WELL AND BARRIER")
print(f"  well, lowest positive level: {well['levels'][half]*HARTREE:.1f} eV")
print(f"  barrier, top negative level: "
      f"{barrier['levels'][half-1]*HARTREE:.1f} eV")
print(f"  well, n at centre: {well['n'][mid]/BOHR:+.5f} per angstrom")
print(f"  barrier, n at centre: {barrier['n'][mid]/BOHR:+.5f} per angstrom")
print(f"  well, n at centre, converted: {well['n'][mid]:+.5f} per bohr")
print(f"  well, linear part at centre: {linear_mid:+.5f} per angstrom")
print(f"  well, higher odd orders at centre: "
      f"{well['n'][mid]/BOHR - linear_mid:+.5f} per angstrom")
print(f"  displaced electron number: {0.5*integral(np.abs(well['n'])):.6f}")
print(f"  well, vacuum energy: {well['E']*HARTREE:.2f} eV")
print(f"  barrier, vacuum energy: {barrier['E']*HARTREE:.2f} eV")
print(f"  well, vacuum energy, converted: {well['E']:.4f} hartree")
print(f"  second-order energy: {E_second:.2f} eV")
print(f"  higher even orders: {well['E']*HARTREE - E_second:.2f} eV")
print(f"  well, vacuum energy, larger cutoff: {fine['E']*HARTREE:.2f} eV")
print(f"  power of next density term: {power_n:.3f}")
print(f"  power of next energy term: {power_E:.3f}")
print("CONDITIONS")
print(f"  bare level sum, well: {well['bare']*HARTREE:.0f} eV")
print(f"  bare level sum, barrier: {barrier['bare']*HARTREE:.0f} eV")
print(f"  odd part of bare sum: {bare_odd*HARTREE:.0f} eV")
print(f"  the same, larger cutoff: {bare_odd_fine*HARTREE:.0f} eV")
print(f"  Fermi level moved to: {mu:.0f} eV")
print(f"  extra electrons, well / barrier: {extra_well} / {extra_barrier}")
print(f"  deep well and high barrier: {U_deep:.0f} eV")
print(f"  levels that crossed zero in deep well: {crossed}")
print(f"  highest crossed level: {crossed_level:.1f} eV")
print(f"  electron number, deep well: {number_deep:+.6f}")
print(f"  electron number, high barrier: {number_deep_barrier:+.6f}")
print(f"  3D box, unbalanced basis, energy difference: "
      f"{unbalanced*rest*HARTREE:.1f} eV")
print("every check passed")
```

Output:

```
LOOPS: reversed trace / original trace (no unit)
  1 vertices: -1.000000
  2 vertices: +1.000000
  3 vertices: -1.000000
  4 vertices: +1.000000
  5 vertices: -1.000000
RING MODEL, INPUTS
  electron rest energy: 510999.0 eV
  reduced Compton length: 0.003862 angstrom
  ring length: 0.120 angstrom
  Gaussian width parameter: 0.0040 angstrom
  height of well and barrier: 400000 eV
  largest plane-wave index: 120; check: 160
RESULTS FOR WELL AND BARRIER
  well, lowest positive level: 287627.5 eV
  barrier, top negative level: -287627.5 eV
  well, n at centre: +7.00613 per angstrom
  barrier, n at centre: -7.00613 per angstrom
  well, n at centre, converted: +3.70749 per bohr
  well, linear part at centre: +6.93970 per angstrom
  well, higher odd orders at centre: +0.06644 per angstrom
  displaced electron number: 0.037743
  well, vacuum energy: -5758.95 eV
  barrier, vacuum energy: -5758.95 eV
  well, vacuum energy, converted: -211.6375 hartree
  second-order energy: -5723.19 eV
  higher even orders: -35.76 eV
  well, vacuum energy, larger cutoff: -5758.96 eV
  power of next density term: 3.010
  power of next energy term: 4.014
CONDITIONS
  bare level sum, well: -8060391 eV
  bare level sum, barrier: 8048873 eV
  odd part of bare sum: 8054632 eV
  the same, larger cutoff: 10728369 eV
  Fermi level moved to: 400000 eV
  extra electrons, well / barrier: 1 / 0
  deep well and high barrier: 900000 eV
  levels that crossed zero in deep well: 1
  highest crossed level: -93332.8 eV
  electron number, deep well: +1.000000
  electron number, high barrier: -1.000000
  3D box, unbalanced basis, energy difference: 30910.9 eV
every check passed
```
